# Photonic-Crystal Thermal Emitters and the Blackbody Limit in the Far Field: verification in Python

```python
# Result under test: a passive emitter at temperature T has far-field emissivity
# e <= 1 in every vacuum channel, whatever its photonic density of states.
# Direct thermal-current emission is compared with the scattering loss 1-R-T.
# Symbols: E photon energy (eV), k0 = E/(hbar c), sine = sin(polar angle),
# eps relative permittivity, R and T reflected and transmitted power fractions.
# Time factor exp(-i omega t); lengths in nm. Vacuum lies on both sides.
# Field states are (Ey, Z0 Hx) for s and (Ex, Z0 Hy) for p polarization.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq

HBARC = sc.hbar * sc.c / sc.e * 1e9
KB = sc.k / sc.e
T_EMIT, E0, E_GAP = 1500.0, 0.75, 0.70
N_HIGH, N_LOW, KAPPA = 2.0, 1.45, 2e-4
PLASMA, DAMPING, METAL_NM = 6.4, 0.20, 200.0
WAVELENGTH = 2 * np.pi * HBARC / E0
D_HIGH, D_LOW = WAVELENGTH / (4 * N_HIGH), WAVELENGTH / (4 * N_LOW)


def permittivity(kind, E):
    if kind == "H":
        return (N_HIGH + 1j * KAPPA) ** 2
    if kind == "L":
        return (N_LOW + 1j * KAPPA) ** 2
    drude = 1 - PLASMA**2 / (E * (E + 1j * DAMPING))
    return drude + (20j if kind == "X" else 0)  # X: rough interband loss


def layer_matrix(pol, eps, E, sine, d):
    k0 = E / HBARC
    q = np.sqrt(eps * k0**2 - (k0 * sine) ** 2 + 0j)
    if pol == "s":
        upper, lower = -1j * k0, -1j * q**2 / k0
    else:
        upper, lower = 1j * q**2 / (k0 * eps), 1j * k0 * eps
    c, s = np.cos(q * d), np.sin(q * d) / q
    return np.stack([np.stack([c, s * upper], -1),
                     np.stack([s * lower, c], -1)], -2)


def vacuum_waves(pol, sine):
    cosine = np.sqrt(1 - sine**2)
    one = np.ones_like(cosine)
    if pol == "s":
        return (one, -cosine), (one, cosine), cosine
    return (cosine, one), (-cosine, one), cosine


def scattering(stack, pol, E, sine):
    """Numerator and denominator of r, then transmission amplitude t."""
    total = np.eye(2)
    for kind, d in stack:
        total = layer_matrix(pol, permittivity(kind, E), E, sine, d) @ total
    down, up, cosine = vacuum_waves(pol, sine)

    def cross_down(w):
        first = total[..., 0, 0] * w[0] + total[..., 0, 1] * w[1]
        second = total[..., 1, 0] * w[0] + total[..., 1, 1] * w[1]
        return down[0] * second - down[1] * first

    den = cross_down(up)
    return -cross_down(down), den, 2 * cosine / den


def absorptance(stack, pol, E, sine):
    num, den, t = scattering(stack, pol, E, sine)
    return 1 - abs(num / den) ** 2 - abs(t) ** 2


def thermal_current_emission(stack, pol, E, sine):
    """Sum power sent upward by uncorrelated current sheets at all depths."""
    nodes, weights = np.polynomial.legendre.leggauss(48)
    down, up, cosine = vacuum_waves(pol, sine)
    den = scattering(stack, pol, E, sine)[1]
    after, result = np.eye(2), 0.0
    for kind, d in reversed(stack):
        eps = permittivity(kind, E)
        to_bottom = after @ layer_matrix(pol, eps, E, sine, d * (1 + nodes) / 2)
        sources = [[0, 1]] if pol == "s" else [[0, -1], [sine / eps, 0]]
        for source in sources:
            v = to_bottom @ np.array(source, dtype=complex)
            g = (down[0] * v[:, 1] - down[1] * v[:, 0]) / den
            result += eps.imag * d / 2 * np.sum(weights * abs(g) ** 2)
        after = after @ layer_matrix(pol, eps, E, sine, d)
    return 4 * E / HBARC * cosine * result


def emitter(count, spacer, metal="M", metal_nm=METAL_NM, scale=1.0):
    layers = [("H", D_HIGH * scale), ("L", D_LOW * scale)] * (count - 1)
    return layers + [("H", D_HIGH * scale), ("L", spacer * scale),
                     (metal, metal_nm)]


def complex_root(function, start):
    E, h = start, 1e-5
    for _ in range(80):
        slope = (function(E + h) - function(E - h)) / (2 * h)
        step = function(E) / slope
        E = E - step
        if abs(step) < 1e-12:
            return E
    raise AssertionError("complex root did not converge")


def radiance(E, T):
    """Planck radiance in W cm^-2 sr^-1 eV^-1."""
    joule = E * sc.e
    return (2 * joule**3 / (sc.h**3 * sc.c**2) / np.expm1(E / (KB * T))
            * sc.e * 1e-4)


print(f"Emitter temperature {T_EMIT:.0f} K; resonance {E0:.2f} eV = {WAVELENGTH:.1f} nm")
print(f"Cell band edge {E_GAP:.2f} eV; indices {N_HIGH:.2f}, {N_LOW:.2f}; extinction {KAPPA:.1e}")
print(f"Quarter-wave layers: high {D_HIGH:.1f} nm, low {D_LOW:.1f} nm")
print(f"Drude metal: plasma {PLASMA:.2f} eV, damping {DAMPING:.2f} eV, thickness {METAL_NM:.0f} nm")

# Resonant emitters: peak emission against complex-frequency rates.
bare = [("M", METAL_NM)]
bare_e = thermal_current_emission(bare, "s", E0, 0.0)
assert abs(bare_e - absorptance(bare, "s", E0, 0.0)) < 1e-8
print(f"Bare-metal normal emissivity at resonance energy: {bare_e:.4f}")
print("High layers | spacer nm | gamma_r meV | gamma_a meV | Q | e direct | e from rates")
records = []
for count in (4, 5, 6, 8, 10):
    trial = np.linspace(10, WAVELENGTH / (2 * N_LOW), 5601)
    spacer = trial[np.argmax(absorptance(emitter(count, trial), "s", E0, 0.0))]
    stack = emitter(count, spacer)
    direct = thermal_current_emission(stack, "s", E0, 0.0)
    assert abs(direct - absorptance(stack, "s", E0, 0.0)) < 1e-8
    pole = complex_root(lambda E: scattering(stack, "s", E, 0.0)[1], E0 - 0.005j)
    zero = complex_root(lambda E: scattering(stack, "s", E, 0.0)[0], E0 + 0j)
    gamma_r = (-pole.imag + zero.imag) / 2
    gamma_a = (-pole.imag - zero.imag) / 2
    rate_e = 4 * gamma_r * gamma_a / (gamma_r + gamma_a) ** 2
    quality = pole.real / (-2 * pole.imag)
    # Neighbouring resonances limit the isolated-resonance formula.
    assert gamma_r > 0 and gamma_a > 0 and abs(rate_e - direct) < 0.04
    records.append((count, spacer, direct, quality, -2 * pole.imag))
    print(f"{count:2d} | {spacer:.1f} | {1e3*gamma_r:.3f} | {1e3*gamma_a:.3f} | "
          f"{quality:.1f} | {direct:.4f} | {rate_e:.4f}")
assert all(b[3] > a[3] for a, b in zip(records, records[1:]))
best = max(records, key=lambda row: row[2])
assert bare_e < best[2] <= 1 + 1e-9 and records[-1][2] < best[2]
count, spacer, peak_e, quality, width = best
stack = emitter(count, spacer)
print(f"Chosen emitter: {count} high layers, full linewidth {1e3*width:.2f} meV")

# Oblique emission, also with a metal thin enough to transmit.
largest_error = 0.0
for metal_nm in (METAL_NM, 15.0):
    test_stack = emitter(count, spacer, metal_nm=metal_nm)
    for pol in ("s", "p"):
        for E in (0.62, 0.75, 0.86):
            for degree in (20.0, 55.0):
                sine = np.sin(np.radians(degree))
                value = thermal_current_emission(test_stack, pol, E, sine)
                largest_error = max(largest_error, abs(
                    value - absorptance(test_stack, pol, E, sine)))
                assert -1e-9 <= value <= 1 + 1e-9
assert largest_error < 1e-8
thin_t = abs(scattering(emitter(count, spacer, metal_nm=15.0), "s", E0, 0.0)[2]) ** 2
print(f"Largest oblique emission-minus-loss error: {largest_error:.1e}")
print(f"Thin-film test, 15 nm metal: normal transmission {thin_t:.4f}")
sine40 = np.sin(np.radians(40))
e40 = [thermal_current_emission(stack, pol, E0, sine40) for pol in ("s", "p")]
print(f"Emissivity at resonance energy and 40 deg: s {e40[0]:.4f}, p {e40[1]:.4f}")

# Nonreciprocal multichannel body, driven explicitly by thermal baths.
rng = np.random.default_rng(7)
def random_complex(rows, columns):
    return rng.normal(size=(rows, columns)) + 1j * rng.normal(size=(rows, columns))
raw = random_complex(6, 6)
hamiltonian = (raw + raw.conj().T) / 2
ports, baths = 0.6 * random_complex(6, 4), 0.5 * random_complex(6, 5)
loss = ports @ ports.conj().T + baths @ baths.conj().T
green = np.linalg.inv(0.2 * np.eye(6) - hamiltonian + 0.5j * loss)
smatrix = np.eye(4) - 1j * ports.conj().T @ green @ ports
noise = -1j * ports.conj().T @ green @ baths
emission = noise @ noise.conj().T
assert np.allclose(emission, np.eye(4) - smatrix @ smatrix.conj().T, atol=1e-11)
absorption = np.eye(4) - smatrix.conj().T @ smatrix
difference = np.max(abs(np.diag(emission - absorption)))
largest_eigenvalue = np.linalg.eigvalsh(emission)[-1]
assert difference > 1e-3 and largest_eigenvalue <= 1 + 1e-11
print(f"Nonreciprocal model: largest emission eigenvalue {largest_eigenvalue:.4f}")
print(f"Nonreciprocal model: largest channel |emissivity-absorptivity| {difference:.4f}")

# Infinite lossless crystal: field energy velocity against mode counting.
period = D_HIGH + D_LOW
def cell(E):
    return (layer_matrix("s", N_LOW**2, E, 0.0, D_LOW)
            @ layer_matrix("s", N_HIGH**2, E, 0.0, D_HIGH))
def half_trace(E):
    return np.trace(cell(E)).real / 2
edge = brentq(lambda E: half_trace(E) + 1, 0.4, E0)
E_slow, h = edge - 0.0005, 1e-6
slope = abs(np.arccos(half_trace(E_slow + h)) - np.arccos(half_trace(E_slow - h))) / (2*h)
density_index = slope * HBARC / period
state = np.linalg.eig(cell(E_slow))[1][:, 0]
flux = abs((state[0] * state[1].conj()).real)
nodes, weights = np.polynomial.legendre.leggauss(48)
energy, current = 0.0, state
for index, d in ((N_HIGH, D_HIGH), (N_LOW, D_LOW)):
    fields = layer_matrix("s", index**2, E_slow, 0.0, d*(1+nodes)/2) @ current
    density = index**2 * abs(fields[:, 0])**2 + abs(fields[:, 1])**2
    energy += d / 2 * np.sum(weights * density)
    current = layer_matrix("s", index**2, E_slow, 0.0, d) @ current
velocity = 2 * flux * period / energy
assert abs(velocity * density_index - 1) < 1e-4
mean_index = (N_HIGH * D_HIGH + N_LOW * D_LOW) / period
print(f"Crystal lower gap edge {edge:.5f} eV; test energy {E_slow:.5f} eV")
print(f"Density of states / mean-index medium: {density_index/mean_index:.3f}")
print(f"Energy velocity/c {velocity:.5f}; c dK/domega {density_index:.4f}; product {velocity*density_index:.6f}")

# High-index interior: integrate escape on its inner and outer sides.
def fresnel(n1, n2, u):
    c1 = np.sqrt(max(0, 1-u))
    c2 = np.sqrt(max(0, 1-(n1/n2)**2*u))
    ts = 4*n1*n2*c1*c2/(n1*c1+n2*c2)**2
    tp = 4*n1*n2*c1*c2/(n1*c2+n2*c1)**2
    return (ts + tp) / 2
inside = N_HIGH**2 * quad(lambda u: fresnel(N_HIGH, 1, u), 0, 1/N_HIGH**2)[0]
outside = quad(lambda u: fresnel(1, N_HIGH, u), 0, 1)[0]
assert abs(inside - outside) < 1e-6 and inside < 1
print(f"Index {N_HIGH:.1f} interior: flux factor {N_HIGH**2:.2f}, escaping factor {inside:.4f}")

# Hemispherical spectra and power above the cell band edge.
energies = np.linspace(0.004, 4.004, 2001)
black = np.pi * radiance(energies, T_EMIT)
def hemispherical(layers, count_nodes=48):
    x, w = np.polynomial.legendre.leggauss(count_nodes)
    sine = np.sqrt((1+x)/2)[None, :]
    values = sum(absorptance(layers, p, energies[:, None], sine) for p in ("s", "p"))
    return values @ w / 4
def powers(spectrum):
    above = energies >= E_GAP - 1e-9
    return trapezoid(spectrum, energies), trapezoid(spectrum[above], energies[above])
black_total, black_band = powers(black)
stefan = sc.Stefan_Boltzmann * T_EMIT**4 * 1e-4
assert abs(black_total/stefan - 1) < 1e-3
total, band = powers(black * hemispherical(stack))
coarse_total, coarse_band = powers(black * hemispherical(stack, 24))
assert abs(coarse_total/total-1) < 0.01 and abs(coarse_band/band-1) < 0.01
bare_total, bare_band = powers(black * hemispherical(bare))
assert band/total > black_band/black_total
assert abs(total/bare_total - 1) > 0.02
planck = radiance(E0, T_EMIT)
print(f"Normal radiance at {E0:.2f} eV, W/(cm2 sr eV): blackbody {planck:.4f}, "
      f"emitter {planck*peak_e:.4f}, bare {planck*bare_e:.4f}")
print(f"Emitter/bare-metal normal radiance ratio: {peak_e/bare_e:.2f}")
print("Hemispherical power W/cm2: total | above band edge | fraction above")
for name, whole, useful in (("Blackbody", black_total, black_band),
                            ("Emitter", total, band), ("Bare metal", bare_total, bare_band)):
    print(f"{name}: {whole:.3f} | {useful:.3f} | {useful/whole:.4f}")
wrong_T = T_EMIT - 50
print(f"Apparent emissivity if temperature is read as {wrong_T:.0f} K: "
      f"{peak_e*planck/radiance(E0, wrong_T):.4f}")

# Sizes of neglected effects for this emitter.
x_bare = thermal_current_emission([("X", METAL_NM)], "s", E0, 0.0)
fine = np.linspace(0.70, 0.80, 4001)
x_spectrum = absorptance(emitter(count, spacer, metal="X"), "s", fine, 0.0)
x_E = fine[np.argmax(x_spectrum)]
x_peak = thermal_current_emission(emitter(count, spacer, metal="X"), "s", x_E, 0.0)
assert x_peak <= 1 + 1e-9
print(f"Added metal interband loss Im eps=20: bare e {x_bare:.4f}, peak e {x_peak:.4f} at {x_E:.4f} eV")
low = energies <= 0.2 + 1e-9
phonon = trapezoid(black[low], energies[low])
print(f"Oxide phonons: upper bound on added power below 0.20 eV {phonon:.3f} W/cm2")
print(f"Fraction above band edge with that full addition: {band/(total+phonon):.4f}")
cold_peak = fine[np.argmax(absorptance(stack, "s", fine, 0.0))]
hot_peak = fine[np.argmax(absorptance(emitter(count, spacer, scale=1.01), "s", fine, 0.0))]
print(f"Thermal detuning for 1 percent longer optical path: {1e3*(hot_peak-cold_peak):.2f} meV")
thickness = sum(d for kind, d in stack if kind != "M")
drop = total * 1e4 * thickness * 1e-9 / 1.0
print(f"Dielectric thickness {thickness:.1f} nm; temperature drop at 1 W/(m K): {drop:.4f} K")
print(f"Relative radiance change from that drop: {radiance(E0,T_EMIT)/radiance(E0,T_EMIT-drop)-1:.2e}")


def gap_exchange(gap_nm):
    """Transfer factor between index-2 half-spaces, blackbody vacuum flux = 1."""
    phase, n2 = gap_nm * E0 / HBARC, N_HIGH**2
    c = (np.arange(40000) + 0.5) / 40000
    q = np.sqrt(n2 - 1 + c**2)
    limit = np.sqrt(n2 - 1) * (1 - 1e-9)
    decay = np.geomspace(1e-7, limit, 40000)
    qe = np.sqrt(n2 - 1 - decay**2)
    propagating = evanescent = 0.0
    for factor in (1.0, n2):
        r = (factor*c-q)/(factor*c+q)
        transfer = (1-r**2)**2 / abs(1-r**2*np.exp(2j*c*phase))**2
        propagating += np.mean(c * transfer)
        r = (1j*factor*decay-qe)/(1j*factor*decay+qe)
        damping = np.exp(-2*decay*phase)
        transfer = 4*r.imag**2*damping/abs(1-r**2*damping)**2
        evanescent += trapezoid(decay * transfer, decay)
    return propagating, evanescent


contact, near, far = (gap_exchange(gap) for gap in (1.0, 100.0, 1e5))
assert abs(sum(contact) - N_HIGH**2) < 0.05
assert sum(near) > 1 and sum(far) < 1
print(f"Index-2 bodies, transfer/blackbody: 1 nm {sum(contact):.4f}, 100 nm {sum(near):.4f}, 100 um {sum(far):.4f}")
print(f"Evanescent part at 100 um gap: {far[1]:.2e}")
print(f"Edge-diffraction scale, wavelength / 1 cm emitter width: {WAVELENGTH/1e7:.2e}")
print("all good")
```

Printed output:

```
Emitter temperature 1500 K; resonance 0.75 eV = 1653.1 nm
Cell band edge 0.70 eV; indices 2.00, 1.45; extinction 2.0e-04
Quarter-wave layers: high 206.6 nm, low 285.0 nm
Drude metal: plasma 6.40 eV, damping 0.20 eV, thickness 200 nm
Bare-metal normal emissivity at resonance energy: 0.0605
High layers | spacer nm | gamma_r meV | gamma_a meV | Q | e direct | e from rates
 4 | 539.0 | 5.865 | 2.569 | 44.5 | 0.8483 | 0.8473
 5 | 539.0 | 2.970 | 2.484 | 68.8 | 0.9921 | 0.9921
 6 | 539.0 | 1.531 | 2.440 | 94.5 | 0.9478 | 0.9476
 8 | 539.0 | 0.416 | 2.404 | 133.0 | 0.5043 | 0.5031
10 | 539.0 | 0.114 | 2.394 | 149.5 | 0.1755 | 0.1741
Chosen emitter: 5 high layers, full linewidth 10.91 meV
Largest oblique emission-minus-loss error: 9.5e-15
Thin-film test, 15 nm metal: normal transmission 0.1456
Emissivity at resonance energy and 40 deg: s 0.0068, p 0.0258
Nonreciprocal model: largest emission eigenvalue 0.8649
Nonreciprocal model: largest channel |emissivity-absorptivity| 0.2407
Crystal lower gap edge 0.67356 eV; test energy 0.67306 eV
Density of states / mean-index medium: 8.824
Energy velocity/c 0.06741; c dK/domega 14.8344; product 1.000000
Index 2.0 interior: flux factor 4.00, escaping factor 0.8394
Normal radiance at 0.75 eV, W/(cm2 sr eV): blackbody 6.4427, emitter 6.3918, bare 0.3897
Emitter/bare-metal normal radiance ratio: 16.40
Hemispherical power W/cm2: total | above band edge | fraction above
Blackbody: 28.706 | 5.618 | 0.1957
Emitter: 2.204 | 0.450 | 0.2040
Bare metal: 2.001 | 0.388 | 0.1941
Apparent emissivity if temperature is read as 1450 K: 1.2125
Added metal interband loss Im eps=20: bare e 0.1088, peak e 0.9570 at 0.7513 eV
Oxide phonons: upper bound on added power below 0.20 eV 2.927 W/cm2
Fraction above band edge with that full addition: 0.0876
Thermal detuning for 1 percent longer optical path: -7.25 meV
Dielectric thickness 2712.3 nm; temperature drop at 1 W/(m K): 0.0598 K
Relative radiance change from that drop: 2.32e-04
Index-2 bodies, transfer/blackbody: 1 nm 3.9971, 100 nm 2.7990, 100 um 0.7494
Evanescent part at 100 um gap: 1.96e-09
Edge-diffraction scale, wavelength / 1 cm emitter width: 1.65e-04
all good
```
